\section*{Why polar monolayers show no LO-TO splitting at Gamma: boron nitride}

\section{The missing gap}

With an instantaneous Coulomb interaction, the longitudinal optical (LO) phonon of a bulk polar crystal stays above the transverse optical (TO) phonon however long the wavelength, because the longitudinal displacement creates a macroscopic electric field that stiffens it. A single sheet of boron nitride has the same kind of ions, with large effective charges, yet its two in-plane optical branches meet at $\Gamma$. The field has not disappeared from the problem. It vanishes in proportion to the wavevector, so it leaves a slope where the bulk crystal has a gap.

The sheet considered here is free-standing, insulating, harmonic and thin compared with the wavelength. It has a threefold axis and two atoms per cell, with isotropic in-plane Born charges $+Z$ on boron and $-Z$ on nitrogen. The Coulomb interaction is instantaneous. Hartree atomic units are used, $\mathbf q$ is the in-plane wavevector, and $q=|\mathbf q|$. For small $q$ the result is
\begin{equation}
\omega_{\rm TO}^2=\omega_0^2,\qquad
\omega_{\rm LO}^2=\omega_0^2+\frac{Sq}{1+rq},\qquad
S=\frac{2\pi Z^2}{\mu A},
\label{main}
\end{equation}
apart from short-range terms of order $q^2$ in both branches. Here $\mu$ is the reduced mass, $A$ the cell area, $\omega_0$ the frequency at $\Gamma$, and $r=2\pi\alpha_s$ a screening length set by the electronic polarizability $\alpha_s$ of the sheet.

\section{The field of a polarized sheet}

A bulk charge wave with wavevector $(\mathbf q,k_z)$ has the Coulomb kernel $4\pi/(q^2+k_z^2)$. A charge wave confined to the plane $z=0$ contains every $k_z$ with equal weight, so its potential per unit charge density is an integral over $k_z$. For $z>0$ the contour is closed in the upper half-plane around the pole $k_z=iq$:
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,\frac{4\pi e^{ik_zz}}{q^2+k_z^2}
=\frac{2\pi i}{2\pi}\,\frac{4\pi e^{-qz}}{2iq}
=\frac{2\pi}{q}\,e^{-qz}.
\label{kernel}
\end{equation}
For $z<0$ the other pole gives the same expression with $|z|$. In the plane the kernel is $2\pi/q$: the integration has removed one inverse power of $q$.

Let the sheet carry a dipole moment per area $\mathbf P\,e^{i\mathbf q\cdot\mathbf r}$. Its charge density is $\rho=-\nabla\cdot\mathbf P=-i\mathbf q\cdot\mathbf P$, its potential is $\phi=2\pi\rho/q$, and its field is
\begin{equation}
\mathbf E=-i\mathbf q\,\phi
=(-i)(-i)\,\frac{2\pi}{q}\,\mathbf q\,(\mathbf q\cdot\mathbf P)
=-2\pi q\,\hat{\mathbf q}\,(\hat{\mathbf q}\cdot\mathbf P).
\label{field}
\end{equation}
The same steps with the bulk kernel $4\pi/q^2$ give $-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)$, whose size does not depend on $q$. That is the whole difference between a gap and a slope. In the bulk, the bound charge lies on extended planes, whose field does not fall off with distance. In the sheet it lies on lines of alternating sign, a half wavelength apart, and their field weakens as they move apart.

\section{From the field to the frequencies}

Let $\mathbf u=\mathbf u_{\rm B}-\mathbf u_{\rm N}$, and let $K$ be the restoring constant at zero macroscopic field. The equations of motion are
\begin{equation}
M_{\rm B}\ddot{\mathbf u}_{\rm B}=-K\mathbf u+Z\mathbf E,\qquad
M_{\rm N}\ddot{\mathbf u}_{\rm N}=K\mathbf u-Z\mathbf E .
\end{equation}
Dividing each by its mass and subtracting gives $\mu\ddot{\mathbf u}=-K\mathbf u+Z\mathbf E$, with $1/\mu=1/M_{\rm B}+1/M_{\rm N}$ and $K=\mu\omega_0^2$.

The polarization has an ionic and an electronic part, $\mathbf P=Z\mathbf u/A+\alpha_s\mathbf E$. For longitudinal motion, Eq.~(\ref{field}) becomes
\begin{equation}
E=-2\pi q\left(\frac{Zu}{A}+\alpha_sE\right)
\quad\Longrightarrow\quad
E=-\frac{2\pi q}{1+rq}\,\frac{Zu}{A}.
\label{screened}
\end{equation}
With $\ddot u=-\omega^2u$ the equation of motion reads
\begin{equation}
-\mu\omega^2u=-\mu\omega_0^2u-\frac{2\pi qZ^2}{A(1+rq)}\,u ,
\end{equation}
and division by $-\mu u$ gives $\omega_{\rm LO}^2$ in Eq.~(\ref{main}). For transverse motion $\hat{\mathbf q}\cdot\mathbf P=0$, so there is neither charge nor field, and $\omega_{\rm TO}=\omega_0$ at this order.

Expanding the square root of $\omega_{\rm LO}^2$ as written in Eq.~(\ref{main}), without its omitted short-range terms, to second order in $q$,
\begin{equation}
\omega_{\rm LO}=\omega_0+vq\left[1-\left(r+\frac{S}{4\omega_0^2}\right)q\right]+O(q^3),
\qquad v=\frac{S}{2\omega_0}.
\label{slope}
\end{equation}
Since $q=|\mathbf q|$, the LO surface has a conical point at $\Gamma$. Along any line through $\Gamma$ its slope changes from $-v$ to $+v$, a jump of $2v$, while the TO branch has no linear term. The sheet's own screening drops out of $v$, because a sheet of finite polarizability cannot screen a field of very long wavelength. It enters first in the curvature, where the omitted short-range terms also contribute.

\section{Why the degeneracy survives the limit}

Symmetry fixes the frequencies at $\Gamma$ itself. There the restoring matrix for $\mathbf u$ is real and symmetric, so it is a multiple of the unit matrix plus a traceless part. A rotation by $120^\circ$ turns the two components of the traceless part into each other by $240^\circ$. Invariance therefore forces that part to vanish, and the pair is degenerate. This argument does not say that the frequencies \emph{near} $\Gamma$ approach the same value. For that, the matrix must be continuous.

The continuity can be seen in real space. Two dipoles at separation $\mathbf R$ are coupled by $T_{ab}=\delta_{ab}/R^3-3R_aR_b/R^5$. In a plane there are about $2\pi R\,dR/A$ sites between $R$ and $R+dR$, so the sum of $1/R^3$ beyond a distance $R_0$ is
\begin{equation}
\int_{R_0}^\infty\frac{2\pi R\,dR}{A\,R^3}=\frac{2\pi}{AR_0}.
\end{equation}
It converges absolutely, and the phases $e^{i\mathbf q\cdot\mathbf R}$ cannot spoil this. The convergence is thus uniform in $\mathbf q$, and the sum is continuous at $\mathbf q=0$. In three dimensions the site count grows as $R^2dR$, the sum of $1/R^3$ diverges logarithmically, and a finite result relies on cancellation between directions. A slow phase disturbs that cancellation at distances near $1/q$, however small $q$ is.

The same count explains the linear term. In $\sum_{\mathbf R}T_{ab}(e^{i\mathbf q\cdot\mathbf R}-1)$, distances of order $1/q$ contribute about $(1/q)^2$ sites times $q^3$, which is proportional to $q$.

No other linear term competes with it. Time reversal requires $D(-\mathbf q)=D(\mathbf q)^*$ for the dynamical matrix. An analytic term linear in $\mathbf q$ must then be imaginary, and, being Hermitian, antisymmetric. In the optical pair it has the form $i(\mathbf g\cdot\mathbf q)\epsilon_{ab}$, where $\epsilon_{ab}$ is the antisymmetric $2\times2$ matrix and $\mathbf g$ a fixed in-plane vector. Rotations leave $\epsilon_{ab}$ unchanged, so $\mathbf g$ would have to be invariant under a $120^\circ$ rotation, and it vanishes. Coupling to the acoustic modes is at least linear in $q$ and acts in second order, so it too starts at $q^2$.

These statements were tested on a honeycomb of point ions joined by springs, with the dipole sums taken directly in real space. The pair is degenerate at $\Gamma$ to rounding error. The slope of the splitting $\omega_{\rm LO}-\omega_{\rm TO}$, extracted along two inequivalent directions and along the reverse of one of them, agrees with $v$ to 0.13\% of $v$, and the linear coefficient of $\omega_{\rm TO}^2$ is below 5\% of $S$. This model has no electronic screening. A separate lattice of polarizable dipoles tests the factor $1+rq$: at $q=0.0255$ bohr$^{-1}$, where screening reduces the shift of $\omega^2$ by a factor 1.36, the lattice value of $\omega_{\rm LO}^2-\omega_{\rm TO}^2$ lies 2.2\% below $Sq/(1+rq)$. The formula omits lattice terms of order $q^2$; this test, made at a single wavevector, does not isolate them.

\section{How large: boron nitride}

The inputs are rough two-figure values of the size known for the material, not results computed here: $a=4.7$ bohr, $Z=2.7$, $\omega_0=0.0063$ hartree (1383 cm$^{-1}$) and $r=14$ bohr. The length $r$ is uncertain by about 2 bohr. At the interlayer spacing of bulk boron nitride, 6.3 bohr, Eq.~(\ref{stack}) turns $r=14$ bohr into $\varepsilon_\infty\approx5.4$, while the measured in-plane value near 4.9 corresponds to $r\approx12$ bohr. The smaller value leaves $v$ unchanged and raises the last entry of the table below by about 6 cm$^{-1}$. The masses are 11 and 14 u. Then
\begin{align}
A&=\tfrac{\sqrt3}{2}(4.7)^2=19.13\ \text{bohr}^2,\qquad
\mu=\tfrac{11\times14}{25}\ \text{u}=11229\,m_e,\\
S&=\frac{2\pi(2.7)^2}{11229\times19.13}=2.13\times10^{-4}\ \text{hartree}^2\,\text{bohr},\\
v&=\frac{2.13\times10^{-4}}{2\times0.0063}=0.017\ \text{hartree bohr}.
\end{align}
This slope is a group velocity of about 37 km/s. Since $v=\pi Z^2/(\mu A\omega_0)$, a 5\% error in $Z$ changes it by 10\%.

The shift $\omega_{\rm LO}-\omega_{\rm TO}$ from Eq.~(\ref{main}) and its linear estimate $vq$ are, in cm$^{-1}$:
\begin{center}
\begin{tabular}{ccc}
$q$ (bohr$^{-1}$) & Eq.~(\ref{main}) & $vq$\\
0.001 & 3.7 & 3.7\\
0.005 & 17 & 19\\
0.010 & 32 & 37\\
0.020 & 57 & 74\\
0.050 & 105 & 186
\end{tabular}
\end{center}
The linear law fails early. In Eq.~(\ref{slope}) the length that controls the first correction is $r+S/(4\omega_0^2)=14+1.3$ bohr, so screening dominates it. At $q=0.005$ bohr$^{-1}$ this first correction is about 8\% of $vq$; Eq.~(\ref{main}) gives 17.2 cm$^{-1}$ against $vq=18.6$ cm$^{-1}$, which the table rounds to 17 and 19. The scale $1/r=0.071$ bohr$^{-1}$ is less than a tenth of the distance $\Gamma$--K, 0.891 bohr$^{-1}$. The steep part of the branch thus fills a small disc around $\Gamma$, which a coarse wavevector mesh can miss. The last rows give the Coulomb contribution alone; the actual branches also contain the short-range dispersion.

\section{Repeated sheets and the return of the gap}

A calculation with three-dimensional periodicity repeats the sheet along its normal with a spacing $c$. If all copies move in phase, Eq.~(\ref{kernel}) multiplies the field at each sheet by
\begin{equation}
F=\sum_{n=-\infty}^{\infty}e^{-q|n|c}
=1+\frac{2e^{-qc}}{1-e^{-qc}}
=\frac{1+e^{-qc}}{1-e^{-qc}}=\coth\frac{qc}{2}.
\end{equation}
Replacing $q$ by $qF$ in Eq.~(\ref{screened}) gives the shift
\begin{equation}
\omega_{\rm LO}^2-\omega_0^2=\frac{SqF}{1+rqF}
\;\xrightarrow{\;q\to0\;}\;\frac{2S/c}{1+2r/c}
=\frac{4\pi Z^2}{\mu Ac\,\varepsilon_\infty},
\qquad \varepsilon_\infty=1+\frac{2r}{c},
\label{stack}
\end{equation}
because $qF\to2/c$. This is the bulk splitting, with cell volume $Ac$ and electronic dielectric constant $\varepsilon_\infty$. The stack behaves as a bulk crystal for $qc\ll1$ and as separate sheets for $qc\gg1$. The order of limits matters: for any fixed $q>0$, taking $c\to\infty$ first gives $F=1$ and the monolayer law.

For boron nitride sheets 40 bohr apart, $\varepsilon_\infty=1.70$ and the shift of $\omega^2$ is $2S/(c+2r)=6.27\times10^{-6}$ hartree$^2$. The resulting splitting at $\Gamma$ is 105 cm$^{-1}$, all of it false for a monolayer. It equals the last entry of the table because the limit in Eq.~(\ref{stack}) is the single-sheet shift evaluated at $q=2/c$, here 0.05 bohr$^{-1}$. More vacuum is a slow cure: halving the false shift of $\omega^2$ requires $c+2r$ to grow from 68 to 136 bohr, that is, $c=108$ bohr.

\section{What to do in practice}

At $\Gamma$, no LO-TO correction should be added to the in-plane optical pair of a monolayer. The bulk correction with an in-plane wavevector, applied to a cell with vacuum, produces the false gap of Eq.~(\ref{stack}). The out-of-plane optical mode is a different case. In a repeated cell at zero average field, the copies add a field $4\pi P_z/c$ along an out-of-plane dipole moment per area $P_z$ and lower the frequency of that mode. A Coulomb cutoff along the normal removes this field, and so does the bulk correction with the wavevector along the normal.

At small finite $q$, the Coulomb interaction between copies should be cut off along the normal. Without a cutoff, the copies change the bare field by the fraction $F-1=2/(e^{qc}-1)$. This falls to 1\% at $qc\approx5.3$, or $q\approx0.133$ bohr$^{-1}$ at $c=40$ bohr, which lies outside the region of interest.

For interpolation, force constants truncated in real space give a dynamical matrix analytic in $\mathbf q$. By the symmetry argument above its optical branches have no linear term, so it cannot reproduce the conical point. The long-range part has to be treated separately. For atoms $\kappa$ with isotropic in-plane charges $Z_\kappa$, the polarization is $\sum_\kappa Z_\kappa\mathbf u_\kappa/A$ plus the electronic part, and the force on atom $\kappa$ is $Z_\kappa\mathbf E$. In mass-weighted coordinates, Eq.~(\ref{screened}) then gives
\begin{equation}
D^{\rm LR}_{\kappa a,\kappa'b}(\mathbf q)=\frac{2\pi}{A}\,
\frac{Z_\kappa Z_{\kappa'}\,q_aq_b}{\sqrt{M_\kappa M_{\kappa'}}\;q\,(1+rq)}
\end{equation}
near $\Gamma$, with Bloch phases taken at the atomic positions. A periodic continuation of this term is subtracted on the mesh, the remainder is interpolated, and the same term is added back at the desired $\mathbf q$.

Several changes of the physical situation alter the result; four common ones follow.

\emph{Lower symmetry.} Without the threefold axis, the restoring matrix at zero macroscopic field, which includes the local Coulomb field of the surrounding ions, may be anisotropic and split the pair at $\Gamma$. Such a splitting is not an LO-TO gap of the bulk kind, since the macroscopic field still vanishes there.

\emph{A nearby metal.} An ideal metal plane at distance $h$ adds an image charge of opposite sign at distance $2h$. By Eq.~(\ref{kernel}) the field is multiplied by $1-e^{-2qh}$, which tends to $2qh$. The shift of $\omega^2$ becomes $2hSq^2$, and the conical point is rounded off for $q\ll1/(2h)$.

\emph{A dielectric substrate.} A half-space at distance $h$ with dielectric constant $\varepsilon$, taken as constant near $\omega_0$, gives an image charge reduced by $(\varepsilon-1)/(\varepsilon+1)$. The field is multiplied by $1-\frac{\varepsilon-1}{\varepsilon+1}e^{-2qh}$, which tends to $2/(1+\varepsilon)$. The conical point remains, but its slope becomes $2v/(1+\varepsilon)$, for example $0.4v$ for $\varepsilon=4$. The value of $v$ given above is for a free-standing sheet only.

\emph{Retardation.} At $q$ near $\omega_0/c_{\rm light}=4.6\times10^{-5}$ bohr$^{-1}$ the phonon and light of the same wavevector have similar frequencies, and the instantaneous interaction no longer suffices. At that wavevector the splitting $vq$ is about 0.2 cm$^{-1}$. The conical point therefore describes the phonons at wavevectors well above this value and well below $1/r$, a window of about three decades between the two scales.

\section*{Calculated quantities}
\begin{verbatim}
Rough inputs for boron nitride
lattice constant a = 4.7 bohr
Born charge Z = 2.7 e
Gamma frequency omega_0 = 0.0063 hartree = 1383 cm^-1
screening length r = 14 bohr
masses B, N = 11, 14 u
Derived quantities
cell area A = 19.13 bohr^2
reduced mass mu = 11229 electron masses
S = 2.132e-04 hartree^2 bohr
LO slope v = 0.0169 hartree bohr = 37.0 km/s
slope jump 2v = 0.0338 hartree bohr
linear range scale 1/r = 0.0714 bohr^-1
distance Gamma-K = 0.891 bohr^-1
retardation scale omega_0/c = 4.60e-05 bohr^-1
q (bohr^-1), LO (cm^-1), linear estimate (cm^-1), LO-TO (cm^-1)
0.000  1382.7  1382.7  0.0
0.001  1386.3  1386.4  3.7
0.002  1389.9  1390.1  7.2
0.005  1399.9  1401.3  17.2
0.010  1414.9  1419.8  32.2
0.020  1439.6  1457.0  56.9
0.050  1487.9  1568.4  105.2
Point-ion honeycomb, direct sums
relative splitting of omega^2 at Gamma = 3.6e-14
direction 0 deg: S ratio = 0.9989, slope ratio = 0.9987 (lattice/formula)
direction 90 deg: S ratio = 0.9989, slope ratio = 0.9987 (lattice/formula)
direction 180 deg: S ratio = 0.9989, slope ratio = 0.9987 (lattice/formula)
relaxed-dipole screening test at q = 0.0255 bohr^-1: ratio = 0.9779
unscreened/screened shift there = 1.357
Sheets repeated along the normal
spacing c = 40 bohr, eps_inf = 1.70
false shift of omega^2 = 6.271e-06 hartree^2
false LO-TO splitting at Gamma = 105.2 cm^-1
\end{verbatim}
